# Which Initial Angles Reverse Under Subcritical Spin Torque?

## Problem

The free layer of a perpendicular magnetic tunnel junction is treated as a macrospin: its magnetisation is uniform and points along the unit vector $\mathbf m$, at polar angle $\theta$ from the easy axis $+z$. The anisotropy energy is

$$E=-\tfrac12 M_sVB_K\cos^2\theta ,$$

where $M_s$ is the magnetisation, $V$ the volume and $B_K$ the anisotropy field in tesla, with the demagnetising field already subtracted. There is no applied or stray field, and the temperature is zero at first. The Gilbert damping constant is $\alpha$.

A steady current $I$ carries spin polarised along the easy axis. It is counted positive when its torque drives $\mathbf m$ toward $\mathbf p=-\hat{\mathbf z}$. The torque is damping-like, and its efficiency $\eta$ does not depend on $\theta$. The critical current $I_c$ is the current above which a very small tilt from $+z$ grows.

1. Find $I_c$.
2. For $0<I<I_c$, find which initial angles $\theta_0$ end at $-z$. Evaluate the boundary at $I=0.9\,I_c$.
3. Find how long the current must flow.
4. Decide whether the boundary survives at 300 K.

Use a diameter of 30 nm, a thickness of 1.5 nm, $M_s=1000$ kA/m, $B_K=0.40$ T, $\alpha=0.01$ and $\eta=0.6$. These are round values in the rough range of a memory cell.

## First estimate by scaling

The current delivers $I/e$ electrons per second, each with spin $\hbar/2$, and a fraction $\eta$ of this angular momentum is effective. The layer holds angular momentum of magnitude $M_sV/\gamma$, where $\gamma$ is the gyromagnetic ratio, taken positive. The current can therefore turn $\mathbf m$ at a rate of order

$$a=\frac{(\hbar/2)(\eta I/e)}{M_sV/\gamma}=\frac{\gamma\hbar\eta I}{2eM_sV}. \tag{1}$$

Damping closes the precession cone at about $\alpha$ times the precession rate, that is, at $\alpha\gamma B_K$ near the pole. Equating the two rates gives

$$I_c\sim\frac{2e\alpha M_sVB_K}{\hbar\eta}.$$

Below this current the torque loses near the pole. The anisotropy field is proportional to $m_z$, however, so at a small tilt it has weakened to $B_K(1-\theta^2/2)$, and damping weakens with it. The torque needs to make up only the relative deficit $1-i$, with $i=I/I_c$. The balance is

$$1-\frac{\theta^2}{2}\approx i\quad\Rightarrow\quad \theta_b\approx\sqrt{2(1-i)} .$$

At $i=0.9$ this is $\sqrt{0.2}=0.447$ rad, or $25.6^\circ$.

The same argument gives a time scale. Let $t_0\approx1/(\alpha\gamma B_K)$. The tilt obeys roughly $\dot\theta\approx(\theta/t_0)[\theta^2/2-(1-i)]$. At the balance angle the bracket vanishes, so the derivative of the right-hand side with respect to $\theta$ is $\theta_b^2/t_0=2(1-i)/t_0$. A small departure from balance thus grows by a factor $e$ in about $t_0/[2(1-i)]=5t_0$.

Both results assume small angles, hence $i$ close to 1.

## Exact solution

### Equation of motion

The field that follows from the energy is

$$\mathbf B=-\frac{1}{M_sV}\frac{\partial E}{\partial\mathbf m}=B_K\cos\theta\,\hat{\mathbf z}.$$

With the current included, the Gilbert equation reads

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}+a\,\mathbf m\times(\mathbf p\times\mathbf m). \tag{2}$$

The last term equals $a[\mathbf p-\mathbf m(\mathbf m\cdot\mathbf p)]$. It is the part of $\mathbf p$ transverse to $\mathbf m$, so it turns $\mathbf m$ toward $\mathbf p$ without changing its length.

The velocity appears on both sides. Let $\boldsymbol\Gamma$ be the sum of the first and last terms, so that $\dot{\mathbf m}=\boldsymbol\Gamma+\alpha\,\mathbf m\times\dot{\mathbf m}$. Every term is perpendicular to $\mathbf m$, hence $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Taking $\mathbf m\times$ of the equation gives

$$\mathbf m\times\dot{\mathbf m}=\mathbf m\times\boldsymbol\Gamma-\alpha\dot{\mathbf m}.$$

Substituting this back and collecting $\dot{\mathbf m}$,

$$(1+\alpha^2)\,\dot{\mathbf m}=\boldsymbol\Gamma+\alpha\,\mathbf m\times\boldsymbol\Gamma. \tag{3}$$

### Polar form

The unit vectors satisfy $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$, and $\hat{\mathbf z}=\cos\theta\,\mathbf m-\sin\theta\,\mathbf e_\theta$. Therefore $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\mathbf e_\phi$, and the transverse part of $\mathbf p=-\hat{\mathbf z}$ is $+\sin\theta\,\mathbf e_\theta$. This gives

$$\boldsymbol\Gamma=a\sin\theta\,\mathbf e_\theta+\gamma B_K\sin\theta\cos\theta\,\mathbf e_\phi,$$

$$\mathbf m\times\boldsymbol\Gamma=a\sin\theta\,\mathbf e_\phi-\gamma B_K\sin\theta\cos\theta\,\mathbf e_\theta .$$

Since $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi$, the components of (3) are

$$\dot\theta=\frac{\sin\theta\,(a-\alpha\gamma B_K\cos\theta)}{1+\alpha^2},\qquad
\dot\phi=\frac{\gamma B_K\cos\theta+\alpha a}{1+\alpha^2}. \tag{4}$$

The angle $\phi$ is absent from the first equation, because all the vectors in the problem lie along one axis. The fate of $\theta$ is therefore a one-dimensional question.

### Critical current

Near $\theta=0$, (4) becomes $\dot\theta\approx(a-\alpha\gamma B_K)\theta/(1+\alpha^2)$. A small tilt grows if $a>\alpha\gamma B_K$. With (1), the threshold is

$$I_c=\frac{2e\alpha M_sVB_K}{\hbar\eta}, \tag{5}$$

and $a=\alpha\gamma B_K\,i$. Defining

$$t_0=\frac{1+\alpha^2}{\alpha\gamma B_K},$$

the polar equation takes the form

$$t_0\dot\theta=\sin\theta\,(i-\cos\theta). \tag{6}$$

### Basin boundary

For $0<i<1$ the right-hand side of (6) vanishes at $0$, at $\pi$, and at one angle between them,

$$\boxed{\theta_b=\arccos\frac{I}{I_c}}. \tag{7}$$

If $\theta_b<\theta_0<\pi$, then $\cos\theta_0<i$ and $\theta$ increases. It is bounded by $\pi$, so it has a limit. At that limit the velocity must vanish, and the only zero above $\theta_b$ is $\pi$. Hence $\mathbf m$ tends to $-z$. If $0<\theta_0<\theta_b$, the velocity is negative and the same argument takes $\mathbf m$ to $+z$. No trajectory crosses $\theta_b$, since the velocity there is zero.

Both torques in (6) carry the factor $\sin\theta$. What separates them is the anisotropy field, which falls as $\cos\theta$ while the efficiency of the current stays constant. A sufficiently tilted moment is damped too weakly to resist a current that could not have tilted it from the pole.

The limits are as expected. As $i\to0$ the boundary tends to $90^\circ$, where anisotropy alone divides the two hemispheres. Starts beyond $90^\circ$ would reach $-z$ without any current; the current adds the band between $\theta_b$ and $90^\circ$. As $i\to1$ the boundary closes on the pole. For $i>1$ every start reverses except the pole itself, where the torque vanishes.

### Motion on and near the boundary

A moment placed on the boundary stays on that cone and precesses. Setting $\cos\theta=i$ and $a=\alpha\gamma B_Ki$ in (4),

$$\dot\phi=\frac{\gamma B_K(i+\alpha^2i)}{1+\alpha^2}=\gamma B_K\,i .$$

Now let $\theta=\theta_b+\delta$ with $\delta$ small. Then $i-\cos\theta\approx\sin\theta_b\,\delta$, and (6) gives

$$t_0\dot\delta=\sin^2\theta_b\,\delta=(1-i^2)\,\delta . \tag{8}$$

The deviation grows, so the cone is unstable, and starts close to it linger.

### Duration of the current

The result (7) presumes a current that lasts. When it is switched off, (6) with $i=0$ reads $t_0\dot\theta=-\sin\theta\cos\theta$, which is positive beyond $90^\circ$ and negative before it. The pulse must therefore carry $\mathbf m$ past the equator.

Let $x=\cos\theta$. Then $t_0\dot x=-\sin\theta\,(t_0\dot\theta)=-(1-x^2)(i-x)$, and the time from $x_0$, with $0<x_0<i$, to $x=0$ is

$$t_{\min}=t_0\int_0^{x_0}\frac{dx}{(1-x^2)(i-x)} .$$

Write the integrand as $A/(1-x)+B/(1+x)+C/(i-x)$. Multiplying by each denominator in turn and setting it to zero gives

$$A=\frac{1}{2(i-1)},\qquad B=\frac{1}{2(1+i)},\qquad C=\frac{1}{1-i^2}.$$

The integrals of the three terms are $-A\ln(1-x)$, $B\ln(1+x)$ and $-C\ln(i-x)$. Hence $t_{\min}=t_0[F(x_0)-F(0)]$ with

$$F(x)=\frac{\ln(1-x)}{2(1-i)}+\frac{\ln(1+x)}{2(1+i)}-\frac{\ln(i-x)}{1-i^2}. \tag{9}$$

As $x_0\to i$ the last term diverges logarithmically. No finite pulse serves all starts in the basin.

### Numbers

The volume is 1060.3 nm³, so $M_sVB_K=4.24\times10^{-19}$ J and

$$I_c=\frac{2(1.602\times10^{-19}\,\mathrm C)(0.01)(4.24\times10^{-19}\,\mathrm J)}{(1.055\times10^{-34}\,\mathrm{J\,s})(0.6)}\approx21.5\ \mu\mathrm A .$$

Over the area of the cell this is 3.04 MA/cm². The applied current is $0.9\,I_c=19.3\ \mu$A, and

$$\theta_b=\arccos0.9=0.451\ \mathrm{rad}=25.84^\circ .$$

On the boundary the moment precesses at $\gamma B_Ki/2\pi=10.1$ GHz. With $t_0=1.420$ ns, a deviation grows by a factor $e$ in $1.420/0.19=7.47$ ns.

For a start at $30^\circ$, $x_0=0.8660$, and the three terms of (9) are $-10.05$, $0.16$ and $17.80$, which add to $7.91$. With $F(0)=-\ln0.9/0.19=0.55$, the minimum pulse is $7.36\,t_0=10.45$ ns. From $45^\circ$ it is 2.99 ns, and from $27^\circ$, just over one degree outside the boundary, it is 18.9 ns.

## Comparison of estimate and exact solution

The scaling argument gives $I_c$ with the correct prefactor, since it balances the same two rates that appear in (4) near the pole.

For the boundary, put $\varepsilon=1-i$. From $\varepsilon=1-\cos\theta_b=2\sin^2(\theta_b/2)$,

$$\theta_b=2\arcsin\sqrt{\varepsilon/2}=\sqrt{2\varepsilon}\left(1+\frac{\varepsilon}{12}+\dots\right),$$

where $\arcsin s=s+s^3/6+\dots$ was used. The first term is the estimate. At $\varepsilon=0.1$ the correction is $0.8\%$, which is the difference between $25.6^\circ$ and $25.8^\circ$. At $i=0.5$ the estimate is 1 rad, or $57.3^\circ$, against the exact $60^\circ$. At $i\to0$ it gives $\sqrt2$ rad, or $81^\circ$, instead of $90^\circ$.

The estimated growth rate $2(1-i)/t_0$ exceeds the exact $(1-i^2)/t_0$ by the factor $2/(1+i)$, which is $1.05$ at $i=0.9$. Because a departure from balance grows exponentially, the estimate also contains the logarithm in the pulse length: each factor $e$ closer to the boundary adds $5\,t_0$, against the exact $t_0/(1-i^2)=5.26\,t_0$. The $27^\circ$ start needs 18.9 ns although the growth time is only 7.5 ns, because its small initial deviation must grow through several factors of $e$.

## Does the boundary survive at 300 K?

### Barrier under current

With the current off, thermal equilibrium has a probability per solid angle $P\propto e^{-\Delta\sin^2\theta}$, where

$$\Delta=\frac{M_sVB_K}{2k_BT}=51.2 .$$

In units of $t_0$, let the probability current density along $\theta$ be $j=vP-D\,dP/d\theta$, with drift $v=-\sin\theta\cos\theta$ from (6). In equilibrium $dP/d\theta=-2\Delta\sin\theta\cos\theta\,P$, and $j$ must vanish. This fixes $D=1/(2\Delta)$.

Assume that the electric current adds no noise of its own, so that $D$ is unchanged. The drift is now $v=\sin\theta(i-\cos\theta)$, which can be written as

$$v=-\frac{1}{2\Delta}\frac{du}{d\theta},\qquad u=\Delta(\sin^2\theta+2i\cos\theta).$$

The function $u$ acts as an energy in units of $k_BT$. It has its maximum at $\theta_b$, and the barrier seen from $+z$ is

$$u(\theta_b)-u(0)=\Delta\left[(1-i^2)+2i^2-2i\right]=\Delta(1-i)^2 . \tag{10}$$

At $i=0.9$ the barrier has fallen from 51.2 to $0.51\,k_BT$. It offers almost no protection.

### Mean time to the equator

Imagine moments supplied at the pole at one per unit time and removed at the equator. In the steady state the number present equals the mean time $\bar t/t_0$ that each one spends on the way. One moment per unit time crosses every circle of latitude, so $2\pi\sin\theta\,j=1$. Since $j=-D\,e^{-u}\,d(e^{u}P)/d\theta$ and $P=0$ at the equator, integration gives

$$e^{u(\theta)}P(\theta)=\frac{1}{2\pi D}\int_\theta^{\pi/2}\frac{e^{u(\theta')}}{\sin\theta'}\,d\theta' .$$

The number present is the integral of $2\pi\sin\theta\,P$, so with $1/D=2\Delta$

$$\frac{\bar t}{t_0}=2\Delta\int_0^{\pi/2}d\theta\,\sin\theta\,e^{-u(\theta)}\int_\theta^{\pi/2}\frac{e^{u(\theta')}}{\sin\theta'}\,d\theta' . \tag{11}$$

Evaluated at $i=0.9$, this is $16.7$, or $\bar t=23.7$ ns. A simulation of (2) with a random thermal field, for 2000 moments starting at the pole with the same $\Delta$ and $i$ but $\alpha=0.2$, gave $16.5$ in the same reduced unit.

### Reading the result

At zero temperature a moment at the pole never reverses at $0.9\,I_c$. At 300 K it reaches the equator in 23.7 ns on average, somewhat longer than the 18.9 ns that the deterministic motion takes from $27^\circ$. The boundary at $25.84^\circ$ is therefore not a sharp divide for this cell at room temperature.

Nor do thermal initial angles often fall outside it. Their root-mean-square $\sin\theta$ is 0.14, about $8^\circ$, and a fraction $7\times10^{-5}$ of starts in the upper hemisphere lie beyond $\theta_b$. In a pulse much longer than 24 ns, nearly all reversals at this current come from agitation during the pulse, not from a favourable start.

The boundary keeps its meaning when $\Delta(1-i)^2\gg1$ and the pulse is short compared with the thermal escape time. At $i=0.5$, with the same cell and temperature, the barrier is $51.2\times0.25=12.8\,k_BT$, the mean escape time from the pole is about 0.37 ms, and the boundary lies at $60^\circ$. Even then it is blurred. Near $\theta_b$ the growth (8) competes with the diffusion $D=1/(2\Delta)$, which spreads the divide over about $\sqrt{D/(1-i^2)}=6.5^\circ$. For a pulse of $15\,t_0$ the probability of reaching the equator rises from 10% at $50^\circ$ to 90% at $67^\circ$. These are macrospin values. For this 30 nm cell the $60^\circ$ cone lies at the onset of the non-uniform instability described in the last section, so they need not hold for the real disc.

## Other assumptions and the real device

**Axial field.** A field $B_z$ along $+z$ replaces $B_K\cos\theta$ by $B_K\cos\theta+B_z$ in (4), so the boundary moves to

$$\cos\theta_b=i-\frac{B_z}{B_K},$$

with $i$ still referred to the zero-field $I_c$. This holds while $|i-B_z/B_K|<1$; for $B_z<-(1-i)B_K$, that is $-40$ mT here, the pole itself is unstable and no boundary remains. With the current off the divide lies at $\cos\theta=-B_z/B_K$, so a pulse must pass that angle instead of the equator. A stray field of $+10$ mT stabilises the initial state and moves the boundary to $28.96^\circ$; $-10$ mT moves it to $22.33^\circ$.

A field-like torque from the same current is such a field, $B_z=\zeta a/\gamma=\zeta\alpha iB_K$, where $\zeta$ is its ratio to the damping-like torque. The boundary becomes $\cos\theta_b=i(1-\zeta\alpha)$. Setting $\cos\theta_b=1$ gives the threshold at the pole, $i=1/(1-\zeta\alpha)$. The critical current is thus divided by the factor $1-\zeta\alpha$, and (7) holds again once $I_c$ denotes this shifted threshold.

**Efficiency that depends on angle.** Take

$$\eta(\theta)=\eta(0)\,\frac{1+\lambda}{1+\lambda\cos\theta}$$

with $|\lambda|<1$, and define $I_c$ with $\eta(0)$. The balance $i(1+\lambda)/(1+\lambda c)=c$, with $c=\cos\theta_b$, is the quadratic $\lambda c^2+c-i(1+\lambda)=0$. The root that tends to $i$ as $\lambda\to0$ is

$$c=\frac{-1+\sqrt{1+4\lambda i(1+\lambda)}}{2\lambda}.$$

For $\lambda=0.3$ the torque strengthens as the moment tilts, and the boundary shrinks to $23.44^\circ$. For $\lambda=-0.3$ it widens to $32.50^\circ$. For $\lambda\ge-1/2$ this root tends to 1 as $i\to1$, so the boundary still closes on the pole. For $\lambda<-1/2$ it tends to $-(1+\lambda)/\lambda<1$ instead, and a current slightly above $I_c$ carries the moment only to a stable precession cone. The constant efficiency in the problem is thus a real condition on (7).

**The device.** Perpendicular tunnel-junction cells have diameters of some tens of nanometres, barriers of several tens of $k_BT$ and switching currents of tens of microamperes, all as rough figures, so the model values are not far from typical. At $0.9\,I_c$ and room temperature the zero-temperature assumption fails for such a cell, because the barrier is only about $0.5\,k_BT$ and the boundary loses its sharpness. Stray fields and angle-dependent efficiency of the sizes above move it by 2 to 7 degrees.

The macrospin itself is marginal. For a rough exchange stiffness $A_{\rm ex}=10$ pJ/m and $K=M_sB_K/2$, the domain-wall width $\pi\sqrt{A_{\rm ex}/K}$ is 22 nm, less than the 30 nm diameter. The extended-film wall energy $4\sqrt{A_{\rm ex}K}$ per area would give about $61\,k_BT$ across the diameter, but it overestimates a wall cut off by the edges. With $K$ treated as a local anisotropy, the wall relaxed inside the disc costs about $49.7\,k_BT$, slightly below the macrospin barrier of $51\,k_BT$. Part of $K$ is demagnetising energy, which is not local ($\mu_0M_s^2/2\approx3K$); including it at the same net $K$ lowers the wall energy by 3 to $4\,k_BT$, to roughly $46\,k_BT$ for a Néel wall. The lowest non-uniform mode of a disc of radius $R$ with free edges has wavenumber $k=1.84/R$. Consider undamped precession on a cone of angle $\theta_0$. In the frame turning with it the energy density is $K\sin^2\theta+2K\cos\theta_0\cos\theta$, with curvature $-2K\sin^2\theta_0$, against $2A_{\rm ex}k^2$ from exchange. With local anisotropy, uniform precession is therefore unstable once $\sin^2\theta_0>A_{\rm ex}k^2/K=0.75$, that is, beyond about $60^\circ$. In this local model the cone at $25.8^\circ$ lies inside the stable range, but the later part of the reversal does not. The growth rate is $(\gamma/M_s)\sqrt{2A_{\rm ex}k^2\,(2K\sin^2\theta_0-2A_{\rm ex}k^2)}$. At $80^\circ$ it is about 28 ns$^{-1}$, so the mode grows by a factor $10^4$ in about 0.3 ns, which is short compared with $t_0$. With local anisotropy the uniform in-plane state is stable against this mode only below a diameter of 26 nm, or 32 nm for $A_{\rm ex}=15$ pJ/m. The non-local demagnetising energy, at the same net $K$, lowers these limits to about 22 nm and 28 nm, both below the 30 nm diameter. The effect of non-uniform motion on the boundary and the pulse times is not calculated here. The Oersted field of the current, 0.26 mT at the rim, is small beside $B_K$.

With a rough resistance-area product of 5 Ω µm² the junction voltage is 0.137 V. Across a 1 nm barrier this is 1.4 MV/cm, well below a breakdown field of roughly 10 MV/cm. This field can still change the interface anisotropy, which is neglected here. For a rough coefficient of 30 to 100 fJ/(V m), $B_K$ shifts by 5 to 18 mT, and the boundary at the same current moves by about 2 to 6 degrees, in a direction set by the polarity. The junction dissipates about 3.7 mW/µm². The resulting heating is neglected here; it would lower $\Delta$ below the value used for 300 K.

The remaining computed values are in the numerical output below.

## Numbers as computed

```
Diameter: 30 nm; thickness: 1.5 nm
Magnetisation M_s: 1000 kA/m
Net anisotropy field B_K: 0.40 T
Damping alpha: 0.01; efficiency eta: 0.6
Temperature: 300 K
Free-layer volume: 1060.3 nm^3
Gyromagnetic ratio: 1.76086e+11 rad/(s T)
Critical current I_c: 21.48 uA
Critical current density: 3.04 MA/cm^2
Applied I/I_c: 0.9; current I: 19.33 uA
Basin boundary: 25.842 deg = 0.45103 rad
Boundary at I/I_c = 0.2: 78.46 deg
Boundary at I/I_c = 0.5: 60.00 deg
Time unit t0: 1.420 ns
Growth rate at boundary, times t0: 0.190
Growth time at boundary: 7.47 ns
Precession frequency at boundary: 10.09 GHz
Minimum pulse from 27 deg: 18.92 ns
Minimum pulse from 30 deg: 10.45 ns
Minimum pulse from 45 deg: 2.99 ns
Neglected effects:
Barrier without current Delta: 51.2 kT
Barrier at 0.9 I_c from +z: 0.512 kT
Thermal rms of sin(theta), current off: 0.140
Thermal starts beyond boundary, fraction: 6.64e-05
Mean thermal time, 0 to 90 deg at 0.9 I_c: 23.7 ns
Same, reduced time: quadrature 16.70, simulated 16.52
Boundary with axial field +10 mT: 28.96 deg
Boundary with axial field -10 mT: 22.33 deg
Boundary with efficiency asymmetry +0.3: 23.44 deg
Boundary with efficiency asymmetry -0.3: 32.50 deg
Damping-like torque as a field: 3.60 mT
Oersted field at the rim: 0.258 mT
Exchange stiffness (rough): 10 pJ/m
Domain-wall width: 22.2 nm
Resistance-area product (rough): 5 ohm um^2
Barrier thickness (rough): 1 nm
Junction voltage: 0.137 V
Field in tunnel barrier: 1.37 MV/cm
```
